# Splitting of the conduction valleys in silicon strained on relaxed Si0.7Ge0.3: verification in Python

```python
"""
Valley splitting of a Si film grown coherently on (001) relaxed Si(1-x)Ge(x).
Result under test:
    E(four in-plane valleys) - E(two growth-axis valleys)
        = Xi_u * (eps_par - eps_perp),
    eps_par = x*m,   eps_perp = -2*(C12/C11)*eps_par.
x: Ge fraction; m: relative Ge-Si lattice mismatch; C11, C12: elastic constants;
Xi_u, Xi_d: uniaxial and dilatation deformation potentials of the valleys;
eps_par, eps_perp: strain in the film plane and along the growth axis z.
The elastic relation is tested on a relaxed Keating lattice, the valley law on
a plane-wave empirical pseudopotential band structure.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigvalsh
from scipy.optimize import least_squares, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Rough, rounded material inputs
ge_fraction = 0.3
mismatch = 0.042
elastic_ratio = 0.39          # C12/C11 of Si
xi_u = 9.0                    # eV
bowing = 0.005                # downward bowing of the relative lattice constant

eps_par = ge_fraction * mismatch
eps_perp = -2 * elastic_ratio * eps_par
splitting = xi_u * (eps_par - eps_perp)
valley_shifts = xi_u * np.array([eps_par, eps_par, eps_perp])
shifts_from_mean = valley_shifts - valley_shifts.mean()
eps_bowed = eps_par - bowing * ge_fraction * (1 - ge_fraction)
splitting_bowed = xi_u * eps_bowed * (1 + 2 * elastic_ratio)
assert 0.195 < splitting < 0.205

# ---------------------------------------------------------------------------
# Keating lattice: energy = half the sum of squared residuals.
# Lengths in quarters of the cubic lattice constant, stretching constant = 1.
bend_to_stretch = 0.28
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
PAIRS = list(itertools.combinations(range(4), 2))


def keating_residuals(strain, displacement=(0.0, 0.0, 0.0)):
    bonds = BONDS * (1 + np.asarray(strain)) + np.asarray(displacement)
    stretch = np.sum(bonds**2, axis=1) - 3
    bend = np.array([bonds[i] @ bonds[j] + 1 for i, j in PAIRS])
    return np.concatenate([stretch, np.sqrt(2 * bend_to_stretch) * bend])


def keating_energy(exx, eyy):
    return 0.5 * np.sum(keating_residuals([exx, eyy, 0.0])**2)


step = 1e-3
c11 = (keating_energy(step, 0) + keating_energy(-step, 0)) / step**2
c12 = (keating_energy(step, step) - keating_energy(step, -step)
       - keating_energy(-step, step) + keating_energy(-step, -step)) / (4 * step**2)
keating_ratio = c12 / c11


def relaxed_film(in_plane):
    """Relax height and sublattice displacement at fixed in-plane strain."""
    fit = least_squares(
        lambda p: keating_residuals([in_plane, in_plane, p[0]], p[1:]),
        [0.0, 0.01, -0.02, 0.015], jac="3-point",
        xtol=1e-12, ftol=1e-14, gtol=1e-14)
    return fit.x[0], np.max(np.abs(fit.x[1:]))


perp_small, move_small = relaxed_film(1e-3)
perp_full, move_full = relaxed_film(eps_par)
keating_linear = -2 * keating_ratio * eps_par
# Remaining differences are of second order in strain.
assert abs(perp_small / (-2 * keating_ratio * 1e-3) - 1) < 5e-3
assert abs(perp_full / keating_linear - 1) < 0.03
assert max(move_small, move_full) < 1e-5

# ---------------------------------------------------------------------------
# Empirical pseudopotential for Si, hartree and bohr.
# Rounded common form factors at squared wavevectors 3, 8, 11 in (2 pi/a)^2;
# the value at 0 and the zeros at large wavevector define the interpolation.
LATTICE = 10.26
UNIT_K = 2 * np.pi / LATTICE
KNOTS = [0, 3, 8, 11, 16, 19, 22]
VALUES = [-0.30, -0.105, 0.020, 0.040, 0.0, 0.0, 0.0]
form_factor = CubicSpline(KNOTS, VALUES, bc_type=((2, 0.0), (1, 0.0)))
G = np.array([g for g in itertools.product(range(-6, 7), repeat=3)
              if len({n % 2 for n in g}) == 1 and sum(n * n for n in g) <= 32], float)
DIFF = G[:, None, :] - G[None, :, :]
STRUCTURE = np.cos(np.pi / 4 * DIFF.sum(axis=2))


def valley_minima(strain):
    """Conduction minima (hartree) and positions on the x, y and z axes."""
    scale = 1 + np.asarray(strain, float)
    squared = np.sum((DIFF / scale)**2, axis=2)
    potential = np.where(squared < 22, form_factor(np.minimum(squared, 22)), 0.0)
    potential = potential * STRUCTURE / np.prod(scale)
    np.fill_diagonal(potential, 0.0)      # average potential: same for all valleys
    energies, positions = [], []
    for axis in range(3):
        def band(k, axis=axis):
            kvec = np.zeros(3)
            kvec[axis] = k
            kinetic = 0.5 * UNIT_K**2 * np.sum(((G + kvec) / scale)**2, axis=1)
            return eigvalsh(potential + np.diag(kinetic), subset_by_index=[4, 4])[0]
        best = minimize_scalar(band, bounds=(0.6, 1.0), method="bounded",
                               options={"xatol": 1e-5})
        energies.append(best.fun)
        positions.append(best.x)
    return np.array(energies), np.array(positions)


unstrained, valley_position = valley_minima([0, 0, 0])
assert np.ptp(unstrained) < 1e-8
assert np.all((valley_position > 0.7) & (valley_position < 0.97))

# Both constants from strain along x alone
uniaxial = np.array([1e-3, 0, 0])
slope = (valley_minima(uniaxial)[0] - valley_minima(-uniaxial)[0]) / 2e-3
model_xi_d = slope[2]
model_xi_u = slope[0] - slope[2]
assert model_xi_u > 0
assert abs(slope[1] - slope[2]) < 1e-3 * abs(model_xi_u)

# Prediction for three unequal strains
mixed = np.array([1.0, -0.5, 2.0]) * 5e-4
mixed_direct = (valley_minima(mixed)[0] - valley_minima(-mixed)[0]) / 2
mixed_law = model_xi_d * mixed.sum() + model_xi_u * mixed
mixed_error = np.max(np.abs(mixed_direct - mixed_law))
assert mixed_error < 0.01 * np.max(np.abs(mixed_direct))

# Prediction at the actual film strain; the difference is second order in strain
film_energies, _ = valley_minima([eps_par, eps_par, eps_perp])
assert abs(film_energies[0] - film_energies[1]) < 1e-7
model_direct = film_energies[0] - film_energies[2]
model_linear = model_xi_u * (eps_par - eps_perp)
assert model_direct > 0
assert abs(model_direct / model_linear - 1) < 0.10

# ---------------------------------------------------------------------------
print("INPUTS (rough, rounded)")
print(f"Ge fraction x: {ge_fraction:.1f}")
print(f"Ge-Si lattice mismatch m: {mismatch:.3f}")
print(f"C12/C11 of Si: {elastic_ratio:.2f}")
print(f"Xi_u: {xi_u:.1f} eV")
print(f"bowing parameter b: {bowing:.3f}")
print("FILM")
print(f"in-plane strain: {eps_par:.5f}")
print(f"growth-axis strain: {eps_perp:.5f}")
print(f"strain difference: {eps_par - eps_perp:.5f}")
print(f"fourfold minus twofold energy: {splitting:.4f} eV")
print(f"same in atomic units: {splitting / HARTREE_EV:.5f} hartree")
print(f"twofold shift from six-valley mean: {shifts_from_mean[2]:.4f} eV")
print(f"fourfold shift from six-valley mean: {shifts_from_mean[0]:.4f} eV")
print("SENSITIVITY")
for trial in (8.0, 10.0):
    print(f"splitting for Xi_u = {trial:.0f} eV: "
          f"{trial * (eps_par - eps_perp):.3f} eV")
print(f"in-plane strain with bowing: {eps_bowed:.5f}")
print(f"splitting with bowing: {splitting_bowed:.3f} eV")
print(f"splitting if contraction is omitted: {xi_u * eps_par:.3f} eV")
print("KEATING LATTICE CHECK")
print(f"bending/stretching constant: {bend_to_stretch:.2f}")
print(f"C12/C11 from energy differences: {keating_ratio:.4f}")
print(f"relaxed growth-axis strain: {perp_full:.5f}")
print(f"linear elastic prediction: {keating_linear:.5f}")
print(f"relative deviation: {100 * (perp_full / keating_linear - 1):.2f} %")
print("PSEUDOPOTENTIAL CHECK")
print(f"lattice constant: {LATTICE:.2f} bohr")
print(f"number of plane waves: {len(G)}")
print(f"valley position: {valley_position[2]:.3f} of Gamma-X")
print(f"model Xi_u: {model_xi_u * HARTREE_EV:.2f} eV")
print(f"largest error, three unequal strains: {mixed_error * HARTREE_EV * 1e3:.4f} meV")
print(f"largest shift, three unequal strains: "
      f"{np.max(np.abs(mixed_direct)) * HARTREE_EV * 1e3:.3f} meV")
print(f"direct model splitting at film strain: {model_direct * HARTREE_EV:.4f} eV")
print(f"linear-law model splitting: {model_linear * HARTREE_EV:.4f} eV")
print(f"relative deviation: {100 * (model_direct / model_linear - 1):.2f} %")
print("checks complete")
```

Output:

```
INPUTS (rough, rounded)
Ge fraction x: 0.3
Ge-Si lattice mismatch m: 0.042
C12/C11 of Si: 0.39
Xi_u: 9.0 eV
bowing parameter b: 0.005
FILM
in-plane strain: 0.01260
growth-axis strain: -0.00983
strain difference: 0.02243
fourfold minus twofold energy: 0.2019 eV
same in atomic units: 0.00742 hartree
twofold shift from six-valley mean: -0.1346 eV
fourfold shift from six-valley mean: 0.0673 eV
SENSITIVITY
splitting for Xi_u = 8 eV: 0.179 eV
splitting for Xi_u = 10 eV: 0.224 eV
in-plane strain with bowing: 0.01155
splitting with bowing: 0.185 eV
splitting if contraction is omitted: 0.113 eV
KEATING LATTICE CHECK
bending/stretching constant: 0.28
C12/C11 from energy differences: 0.3913
relaxed growth-axis strain: -0.00997
linear elastic prediction: -0.00986
relative deviation: 1.13 %
PSEUDOPOTENTIAL CHECK
lattice constant: 10.26 bohr
number of plane waves: 181
valley position: 0.854 of Gamma-X
model Xi_u: 9.75 eV
largest error, three unequal strains: 0.0000 meV
largest shift, three unequal strains: 15.192 meV
direct model splitting at film strain: 0.2175 eV
linear-law model splitting: 0.2186 eV
relative deviation: -0.52 %
checks complete
```
